# Collapse threshold of the adiabatic polaron functional in two dimensions: verification in Python

```python
"""Collapse threshold of the two-dimensional adiabatic polaron functional.

Result under test: for normalized psi in the plane,
    E = t*T - (G/2)*P,  T = int |grad psi|^2,  P = int psi^4,
is unbounded below exactly when G/t > N, where N = int Q^2 and Q is the
positive decaying radial solution of  Laplacian Q - Q + Q^3 = 0.
M = int psi^2; W = 2*T*M/P is the threshold ratio offered by one trial state.
Example: hole in an ultrathin oxide film; a = site spacing, J = t/a^2 = hopping,
E_r = relaxation energy of a hole held on one site, layers = oxygen layers.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.special import k0

rng = np.random.default_rng(7)


# ---------- radial profile by shooting ----------
def shoot(height, mu, tol, dense=False):
    """Integrate f'' + f'/r - mu f + f^3 = 0 until f = 0 or f turns upward."""
    r0 = 1e-4
    curv = mu * height - height**3
    disk = np.pi * r0**2
    start = [height + curv * r0**2 / 4, curv * r0 / 2,
             disk * height**2, 0.0, disk * height**4]

    def rhs(r, y):
        f, g = y[0], y[1]
        w = 2 * np.pi * r
        return [g, -g / r + mu * f - f**3, w * f * f, w * g * g, w * f**4]

    def zero(r, y):
        return y[0]

    def turn(r, y):
        return y[1]

    zero.terminal = True
    turn.terminal = True
    turn.direction = 1
    sol = solve_ivp(rhs, (r0, 60.0), start, method="DOP853", rtol=tol,
                    atol=tol * 1e-2, events=(zero, turn), dense_output=dense)
    assert sol.status == 1
    return sol, len(sol.t_events[0]) > 0


low, high = 2.0, 2.5
assert not shoot(low, 1.0, 1e-11)[1] and shoot(high, 1.0, 1e-11)[1]
for _ in range(46):
    mid = 0.5 * (low + high)
    if shoot(mid, 1.0, 1e-12)[1]:
        high = mid
    else:
        low = mid
profile, _ = shoot(low, 1.0, 1e-12, dense=True)
Q0 = low
N, TQ, PQ = profile.y[2:, -1]
assert profile.t[-1] > 11
assert abs(TQ / N - 1) < 1e-6 and abs(PQ / N - 2) < 1e-6

# every admissible starting height, mapped to a finite interval of mu
mu_scan = np.linspace(0.0, 0.499, 130)
crossed = np.array([shoot(1.0, mu, 1e-8)[1] for mu in mu_scan])
flips = int(np.sum(crossed[1:] != crossed[:-1]))
assert flips == 1 and crossed[0] and not crossed[-1]
flip_at = int(np.argmax(~crossed))
assert mu_scan[flip_at - 1] < 1 / Q0**2 < mu_scan[flip_at]

r_match = 9.0
tail = profile.sol(r_match)[0] / k0(r_match)


def Q(r):
    r = np.asarray(r, dtype=float)
    inner = profile.sol(np.clip(r, 1e-4, r_match).ravel())[0].reshape(r.shape)
    return np.where(r < r_match, inner, tail * k0(np.maximum(r, r_match)))


rms = np.sqrt(quad(lambda r: 2 * np.pi * r**3 * float(Q(r))**2, 0, 25,
                   limit=200)[0] / N)
# pointwise bounds used for compactness of radial decreasing functions
rr = np.linspace(0.01, 10, 400)
assert np.all(Q(rr)**2 <= N / (np.pi * rr**2))
rs = np.linspace(0.001, 1, 200)
assert np.all(Q(rs) <= Q(1.0) + np.sqrt(TQ * np.log(1 / rs) / (2 * np.pi)) + 1e-9)

# ---------- independent minimization of W in a Gaussian basis ----------
al = 0.08 * 2.2**np.arange(7)
pair = al[:, None] + al[None, :]
S = np.pi / pair
K = 4 * np.pi * np.outer(al, al) / pair**2
U4 = np.pi / (pair[:, :, None, None] + pair[None, None, :, :])
ev, vec = np.linalg.eigh(K + S)
X = vec / np.sqrt(ev)


def log_W(y):
    c = X @ y
    F = np.einsum("ijkl,j,k,l->i", U4, c, c, c)
    Tc, Mc, Pc = c @ K @ c, c @ S @ c, c @ F
    grad = 2 * K @ c / Tc + 2 * S @ c / Mc - 4 * F / Pc
    return np.log(2 * Tc * Mc / Pc), X.T @ grad


c_start = np.zeros(7)
c_start[2] = 1.0
fit = minimize(log_W, np.linalg.solve(X, c_start), jac=True, method="BFGS",
               options={"gtol": 1e-8, "maxiter": 2000})
N_basis = np.exp(fit.fun)
assert -1e-5 < N_basis - N < 5e-3

# ---------- plane without assumed symmetry ----------
n_grid, box = 192, 24.0
h = box / n_grid
axis = (np.arange(n_grid) - n_grid // 2) * h
XX, YY = np.meshgrid(axis, axis, indexing="ij")
RR = np.hypot(XX, YY)
kk = 2 * np.pi * np.fft.fftfreq(n_grid, h)


def integrals(f):
    ft = np.abs(np.fft.fft2(f))**2 * h**2 / n_grid**2
    return (np.sum(kk[:, None]**2 * ft), np.sum(kk[None, :]**2 * ft),
            np.sum(f**2) * h**2, np.sum(f**4) * h**2)


def W_of(f):
    tx, ty, m, p = integrals(f)
    return 2 * (tx + ty) * m / p


def lump():
    x0, y0 = rng.uniform(-2, 2, 2)
    sx, sy = rng.uniform(0.7, 1.5, 2)
    return rng.normal() * np.exp(-((XX - x0) / sx)**2 / 2 - ((YY - y0) / sy)**2 / 2)


Q_plane = Q(RR)
assert abs(W_of(Q_plane) / N - 1) < 1e-5
W_random = min(W_of(lump() + lump() + lump()) for _ in range(60))
W_near = min(W_of(Q_plane + 0.1 * lump()) for _ in range(40))
assert W_random > N and W_near > N
W_gauss = W_of(np.exp(-RR**2 / 2))
assert abs(W_gauss - 4 * np.pi) < 1e-6

# dilation: energy in units of t, on both sides of the threshold
for ratio in (0.95, 1.05):
    for ell in (1.0, 0.7, 0.5):
        tx, ty, m, p = integrals(Q(RR / ell))
        energy = (tx + ty) / m - ratio * N / 2 * p / m**2
        assert abs(energy * ell**2 - (1 - ratio)) < 1e-4


# symmetric decreasing rearrangement does not raise the gradient integral
def rearranged_T(f):
    v = np.sort(f.ravel())[::-1]
    r = np.linspace(0, 10, 101)
    val = np.interp(np.pi * r**2, h**2 * (np.arange(v.size) + 0.5), v)
    return np.sum(np.diff(val)**2 / np.diff(r) * np.pi * (r[1:] + r[:-1]))


round_hump = np.exp(-RR**2 / 2)
two_humps = np.exp(-((XX - 2)**2 + YY**2) / 2) + np.exp(-((XX + 2)**2 + YY**2) / 2)
assert abs(rearranged_T(round_hump) / sum(integrals(round_hump)[:2]) - 1) < 0.02
assert rearranged_T(two_humps) < 0.95 * sum(integrals(two_humps)[:2])

# anisotropic mass with mean coefficient 1 and ratio 2
cx, cy = 4 / 3, 2 / 3
tx, ty, m, p = integrals(Q(np.hypot(XX / np.sqrt(cx), YY / np.sqrt(cy))))
N_aniso = 2 * (cx * tx + cy * ty) * m / p
assert abs(N_aniso - N * np.sqrt(cx * cy)) < 1e-3

# ---------- oxide film: rough typical inputs ----------
mass, a, E_r = 5.0, 0.30, 1.20
temperature, phonon, disorder = 300.0, 0.05, 0.10
eps_fast, eps_static = 4.0, 9.0
t = const.hbar**2 / (2 * mass * const.m_e) / const.e * 1e18
J = t / a**2
kT = const.k * temperature / const.e

# eliminating explicit local displacements gives -E_r * sum n_i^2
dens = rng.dirichlet(np.ones(6))
force = 2.0
spring = force**2 / (2 * E_r)
best = minimize(lambda x: np.sum(-force * x * dens + spring * x**2 / 2), np.zeros(6))
assert abs(best.fun + E_r * np.sum(dens**2)) < 1e-7


def chain(n):
    return 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)


def film(layers, width):
    """Lattice kinetic operator in units of J, zero at the film band edge."""
    plane = np.kron(chain(width), np.eye(width)) + np.kron(np.eye(width), chain(width))
    edge = np.linalg.eigvalsh(chain(layers))[0]
    H = np.kron(chain(layers), np.eye(width**2)) + np.kron(np.eye(layers), plane)
    return H - edge * np.eye(len(H))


def relax(H, g, psi):
    """Self-consistent localized state of H - g psi^2."""
    for _ in range(600):
        new = eigh(H - np.diag(g * psi**2), subset_by_index=[0, 0])[1][:, 0]
        new = np.abs(new)
        change = np.max(np.abs(new - psi))
        psi = new
        if change < 1e-9:
            return psi
    raise AssertionError("no self-consistency")


phi, G = {}, {}
for layers in (1, 2, 3):
    phi[layers] = np.linalg.eigh(chain(layers))[1][:, 0]
    G[layers] = 2 * E_r * a**2 * np.sum(phi[layers]**4)
for layers in (2, 3):
    assert abs(np.sum(phi[layers]**4) - 3 / (2 * (layers + 1))) < 1e-12
assert G[2] / t > N > G[3] / t

small = {}
for layers in (2, 3):
    width = 9
    H = film(layers, width)
    site = (layers // 2) * width**2 + (width // 2) * width + width // 2
    psi = np.zeros(len(H))
    psi[site] = 1.0
    one_site = J * H[site, site] - E_r
    psi = relax(H, 2 * E_r / J, psi)
    small[layers] = J * psi @ H @ psi - E_r * np.sum(psi**4)
    assert -E_r < small[layers] < one_site < 0

# single-layer lattice: ratio at which a compact state first reaches zero energy
H = film(1, 11)
psi = np.zeros(121)
psi[60] = 1.0
g_lat = 2 * H[60, 60]
for _ in range(40):
    psi = relax(H, g_lat, psi)
    g_new = 2 * (psi @ H @ psi) / np.sum(psi**4)
    done = abs(g_new - g_lat) < 1e-8
    g_lat = g_new
    if done:
        break
assert done and g_lat < 8 < N and np.max(psi**2) > 0.5


# ---------- Q-shaped states sampled on the lattice ----------
def lattice_state(ell, half):
    s = np.arange(-half, half + 1)
    f = Q(np.hypot(s[:, None], s[None, :]) / ell)
    return f / np.sqrt(np.sum(f**2))


ells = np.geomspace(0.4, 7.0, 45)
family = {2: [], 3: []}
for ell in ells:
    f = np.pad(lattice_state(ell, 60), 1)
    kin = np.sum(np.diff(f, axis=0)**2) + np.sum(np.diff(f, axis=1)**2)
    for layers in (2, 3):
        family[layers].append(J * kin - G[layers] / a**2 / 2 * np.sum(f**4))
assert max(family[2]) < 0
top = int(np.argmax(family[3]))
barrier = family[3][top]
assert barrier > 0 and 0 < top < len(ells) - 1
assert family[3][0] < 0 < family[3][-1]

# disorder felt by the state at the barrier top
f = lattice_state(ells[top], 20)
full = (phi[3]**2)[:, None, None] * f[None]**2
spread = disorder * np.sqrt(np.sum(full**2))
draws = [np.sum(full * rng.normal(0, disorder, full.shape)) for _ in range(1500)]
assert abs(np.std(draws) / spread - 1) < 0.1

# polarization energy stored farther than one site spacing from a point hole
contrast = 1 / eps_fast - 1 / eps_static
a_m = a * 1e-9
far = quad(lambda x: (const.e / (4 * np.pi * (a_m / x)**2))**2 / (2 * const.epsilon_0)
           * contrast * 4 * np.pi * (a_m / x)**2 * a_m / x**2, 0, 1)[0] / const.e
assert abs(far / (const.e * contrast / (8 * np.pi * const.epsilon_0 * a_m)) - 1) < 1e-8

# thermally reached band states per in-plane site
q = 2 * np.pi * np.arange(200) / 200
band = J * (4 - 2 * np.cos(q)[:, None] - 2 * np.cos(q)[None, :])
states = np.mean(np.exp(-band / kT))


def continuum(ell):
    return (t - G[2] / N) / ell**2


ell_match = np.sqrt((G[2] / N - t) / abs(small[2]))
assert ell_match < a
E_r_crit = N * t / (2 * a**2 * np.sum(phi[2]**4))

print(f"Q(0) = {Q0:.6f} (dimensionless)")
print(f"N = int Q^2 = {N:.5f} (dimensionless)")
print(f"int |grad Q|^2 = {TQ:.5f}, int Q^4 = {PQ:.5f} (dimensionless)")
print(f"rms radius of Q^2 = {rms:.4f} (units of ell)")
print(f"changes of behaviour in shooting scan = {flips} ({len(mu_scan)} points)")
print(f"mu = 1/Q(0)^2 = {1 / Q0**2:.5f} (dimensionless)")
print(f"threshold from 7-Gaussian minimization = {N_basis:.5f}")
print(f"threshold from one Gaussian = {W_gauss:.5f}")
print(f"lowest W, 60 random nonradial states = {W_random:.4f}")
print(f"lowest W, 40 perturbed Q states = {W_near:.5f}")
print(f"threshold G/mean t, mass ratio 2 = {N_aniso:.4f}")
print(f"single-layer lattice threshold g/J = {g_lat:.4f}")
print(f"largest site weight at lattice threshold = {np.max(psi**2):.3f}")
print(f"input hole mass = {mass:.1f} m_e (rough)")
print(f"input site spacing a = {a:.2f} nm (rough)")
print(f"input one-site relaxation energy E_r = {E_r:.2f} eV (rough)")
print(f"t = {t:.6f} eV nm^2")
print(f"J = t/a^2 = {J:.5f} eV")
print(f"critical G = N t = {N * t:.5f} eV nm^2")
for layers in (2, 3):
    print(f"{layers} layers: sum phi^4 = {np.sum(phi[layers]**4):.4f}")
    print(f"{layers} layers: G = {G[layers]:.5f} eV nm^2")
    print(f"{layers} layers: G/t = {G[layers] / t:.3f}")
    print(f"{layers} layers: small-polaron energy = {small[layers]:.4f} eV")
print(f"2 layers: critical E_r in continuum = {E_r_crit:.4f} eV")
for ell in (1.2, 0.6, 0.3):
    print(f"2 layers: continuum energy at ell = {ell:.1f} nm: {1e3 * continuum(ell):.3f} meV")
print(f"2 layers: ell giving the small-polaron energy = {ell_match:.4f} nm")
print(f"2 layers: highest energy on lattice Q family = {1e3 * max(family[2]):.3f} meV")
print(f"range of ell on lattice Q family = {ells[0] * a:.2f} to {ells[-1] * a:.2f} nm")
print(f"3 layers: barrier on lattice Q family = {1e3 * barrier:.3f} meV")
print(f"3 layers: ell at barrier top = {ells[top] * a:.3f} nm")
print(f"input site disorder = {disorder:.2f} eV (rough standard deviation)")
print(f"disorder spread at barrier top = {1e3 * spread:.2f} meV")
print(f"input temperature = {temperature:.0f} K; kT = {1e3 * kT:.2f} meV")
print(f"thermal band states per in-plane site = {states:.4f}")
print(f"input phonon quantum = {phonon:.3f} eV (rough); J/quantum = {J / phonon:.2f}")
print(f"input permittivities = {eps_fast:.1f} fast, {eps_static:.1f} static (rough)")
print(f"polarization energy beyond a = {far:.4f} eV")
print("all tests passed")
```

Printed output:

```
Q(0) = 2.206201 (dimensionless)
N = int Q^2 = 11.70090 (dimensionless)
int |grad Q|^2 = 11.70090, int Q^4 = 23.40179 (dimensionless)
rms radius of Q^2 = 1.0897 (units of ell)
changes of behaviour in shooting scan = 1 (130 points)
mu = 1/Q(0)^2 = 0.20545 (dimensionless)
threshold from 7-Gaussian minimization = 11.70090
threshold from one Gaussian = 12.56637
lowest W, 60 random nonradial states = 12.5411
lowest W, 40 perturbed Q states = 11.70093
threshold G/mean t, mass ratio 2 = 11.0317
single-layer lattice threshold g/J = 6.6791
largest site weight at lattice threshold = 0.865
input hole mass = 5.0 m_e (rough)
input site spacing a = 0.30 nm (rough)
input one-site relaxation energy E_r = 1.20 eV (rough)
t = 0.007620 eV nm^2
J = t/a^2 = 0.08467 eV
critical G = N t = 0.08916 eV nm^2
2 layers: sum phi^4 = 0.5000
2 layers: G = 0.10800 eV nm^2
2 layers: G/t = 14.173
2 layers: small-polaron energy = -0.7917 eV
3 layers: sum phi^4 = 0.3750
3 layers: G = 0.08100 eV nm^2
3 layers: G/t = 10.630
3 layers: small-polaron energy = -0.7597 eV
2 layers: critical E_r in continuum = 0.9907 eV
2 layers: continuum energy at ell = 1.2 nm: -1.118 meV
2 layers: continuum energy at ell = 0.6 nm: -4.472 meV
2 layers: continuum energy at ell = 0.3 nm: -17.890 meV
2 layers: ell giving the small-polaron energy = 0.0451 nm
2 layers: highest energy on lattice Q family = -0.372 meV
range of ell on lattice Q family = 0.12 to 2.10 nm
3 layers: barrier on lattice Q family = 0.952 meV
3 layers: ell at barrier top = 0.610 nm
input site disorder = 0.10 eV (rough standard deviation)
disorder spread at barrier top = 12.45 meV
input temperature = 300 K; kT = 25.85 meV
thermal band states per in-plane site = 0.0253
input phonon quantum = 0.050 eV (rough); J/quantum = 1.69
input permittivities = 4.0 fast, 9.0 static (rough)
polarization energy beyond a = 0.3333 eV
all tests passed
```
